# Localisation length, mean free path and mode number in quasi-one-dimensional wires

A narrow semiconductor wire or fin carries its current in a small number of transverse modes. At room temperature its resistance grows in proportion to its length once the wire is long compared with the mean free path. When it is cold enough for electrons to cross it without losing phase memory, a sufficiently long wire behaves differently: its conductance falls exponentially with length, although every scattering event is elastic and weak. A simple estimate of the length that governs this fall is the number of modes times the mean free path. The question is where the factor of mode number comes from, what number multiplies it, and which part of the argument needs phase coherence.

Let the wire have $N$ propagating modes at the Fermi energy for one spin direction, normalised to unit flux. Disorder does not flip the spin, so the two spins conduct in parallel and are not added in $N$. The same holds for valleys that disorder does not couple; valleys that are fully mixed contribute their modes to one common $N$. Spin-orbit coupling is left out. For waves incident from the left, $r$ and $t$ are the $N\times N$ matrices of reflection and transmission amplitudes; $r'$ and $t'$ are those for waves incident from the right. The conductance per spin, in units of $e^2/h$, is

$$g=\mathrm{Tr}\,tt^\dagger=\sum_{j=1}^N T_j ,\qquad T_1\ge T_2\ge\dots\ge T_N ,$$

where the $T_j$ are the eigenvalues of $tt^\dagger$.

Two lengths must be defined before they can be related. The backscattering mean free path $\ell$ is fixed by the reflection $r_s$ of a thin slice of thickness $\delta L$, and the localisation length $\xi$ by the typical conductance of a long wire:

$$\frac1N\langle \mathrm{Tr}\,r_sr_s^\dagger\rangle=\frac{\delta L}{\ell},\qquad \langle\ln g\rangle\to-\frac{2L}{\xi}.$$

The factor 2 makes $\xi$ the decay length of an amplitude, since $g$ is an intensity.

Consider first a wire in which phases play no part. Suppose that disorder mixes the modes isotropically, meaning that each mode has the same total probability of being reflected, and that scattered flux is shared evenly. A uniform population of the modes then stays uniform, and one transmission probability $T$ and one reflection probability $R=1-T$ per mode describe each piece of wire. For two pieces in series, summing probabilities over all numbers of internal reflections gives

$$T=T_aT_b\left(1+R_aR_b+R_a^2R_b^2+\dots\right)=\frac{T_aT_b}{1-R_aR_b}.$$

Here $a$ and $b$ label the pieces. It follows that

$$\frac{1-T}{T}=\frac{1-R_aR_b-(1-R_a)(1-R_b)}{T_aT_b}
=\frac{R_a(1-R_b)+R_b(1-R_a)}{T_aT_b}=\frac{R_a}{T_a}+\frac{R_b}{T_b}.$$

The ratio $R/T$ is additive. A thin slice contributes $\delta L/\ell$, so a wire of length $L$ has $R/T=L/\ell$ and

$$g_{\rm inc}=\frac{N}{1+L/\ell}.$$

This is Ohm's law in series with the contact resistance $1/N$. It contains no exponential decay at any length. It does supply a scale: $g_{\rm inc}=1$ at $L=(N-1)\ell$. If one accepts that interference becomes strong when the conductance has dropped to about one quantum, the localisation length must be of order $N\ell$. This crossover argument cannot fix the prefactor.

To find the prefactor, amplitudes must be joined instead of probabilities. Attach a thin slice, with amplitudes $r_s,t_s$ for incidence from the left, to the right end of a wire. If the incident wave is $c$, the wave $a$ arriving at the slice is the directly transmitted part plus what the slice sends back and the wire reflects again:

$$a=tc+r'r_sa\quad\Rightarrow\quad a=(1-r'r_s)^{-1}tc .$$

The slice transmits $t_sa$, so the new transmission matrix is

$$t_{\rm new}=t_s(1-r'r_s)^{-1}t .$$

Now let the wire already be long enough to be localised. Two simplifications follow. Flux conservation reads $r'r'^\dagger+tt^\dagger=1$, and since all $T_j\ll1$, $r'$ is unitary up to corrections of order $T_1$. Further, if $T_2\ll T_1$, one term dominates the singular-value decomposition of $t$:

$$t\simeq\sqrt{T_1}\,u\,v^\dagger,\qquad u^\dagger u=v^\dagger v=1 .$$

The assumption $T_2\ll T_1$ will be checked for consistency below. The outgoing pattern $u$ is the best-transmitted wave as it leaves the wire. With $A=r'r_s$, adding the slice multiplies $T_1$ by $|t_s(1-A)^{-1}u|^2$.

Expand this factor to second order in $r_s$, because $|r_s|^2$ is of first order in $\delta L$. Flux conservation in the slice gives $t_s^\dagger t_s=1-r_s^\dagger r_s$, and the unitarity of $r'$ gives $r_s^\dagger r_s=r_s^\dagger r'^\dagger r'r_s=A^\dagger A$. Therefore

$$\begin{aligned}
(1-A^\dagger)^{-1}t_s^\dagger t_s(1-A)^{-1}
&\simeq(1+A^\dagger+A^{\dagger2})(1-A^\dagger A)(1+A+A^2)\\
&\simeq1+A+A^\dagger+A^2+A^{\dagger2}.
\end{aligned}$$

The term $+A^\dagger A$ from the outer factors has cancelled the loss $-A^\dagger A$ in the middle one: what the slice reflects is returned in full by the long wire behind it. Taking the expectation value in $u$ and using $\ln(1+x)\simeq x-x^2/2$,

$$\delta\ln T_1=2\,\mathrm{Re}\,u^\dagger Au+2\,\mathrm{Re}\,u^\dagger A^2u-2\,(\mathrm{Re}\,u^\dagger Au)^2 .$$

The average over disorder uses the phase acquired on the way to and from the slice. For weak scattering, $\ell$ is much longer than the wavelength, so this phase runs through many turns while $T_1$ hardly changes. The terms linear in $A$ and in $A^2$ then average to zero, provided the phase covers the circle evenly. On a lattice this fails at special energies however weak the disorder: at the band centre of a single chain the term in $A^2$ regains the same phase at every site, and $\xi$ comes out about 9 per cent longer. For a complex number $z$ with such a phase, $\langle(\mathrm{Re}\,z)^2\rangle=\langle|z|^2\rangle/2$. Hence

$$\langle\delta\ln T_1\rangle=-\langle|u^\dagger r'r_su|^2\rangle,\qquad
\mathrm{var}(\delta\ln T_1)=2\langle|u^\dagger r'r_su|^2\rangle .$$

The variance comes from the linear term, $4\langle(\mathrm{Re}\,u^\dagger Au)^2\rangle$. This is where phase coherence enters: the amplitude reflected by the new slice and then by the whole wire must interfere with the direct amplitude. The same probability governs the mean and the variance, so the variance of $\ln g$ grows at twice the rate at which its mean falls.

What remains is a count of how much of the slice's reflection connects the relevant patterns. Define the unit vector $w=r'^\dagger u$, so that the required average is $\langle|w^\dagger r_su|^2\rangle$. Label the symmetry by $\beta=1$ when time reversal holds and $\beta=2$ when it is fully broken, for instance by a magnetic field.

For $\beta=2$, isotropy means independent elements with $\langle r_{ij}r_{kl}^*\rangle=\sigma\,\delta_{ik}\delta_{jl}$, where $r_{ij}$ are the elements of $r_s$. The definition of $\ell$ requires $N^2\sigma=N\,\delta L/\ell$, so

$$\langle|w^\dagger r_su|^2\rangle=\sigma\sum_{ij}|w_i|^2|u_j|^2=\sigma=\frac{\delta L}{N\ell}.$$

For $\beta=1$, reciprocity makes $r_s$ symmetric, and the covariance must respect this:

$$\langle r_{ij}r_{kl}^*\rangle=\sigma(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Setting $k=i$, $l=j$ and summing gives $\sigma(N^2+N)=N\,\delta L/\ell$, or $\sigma=\delta L/[(N+1)\ell]$. The average now has two parts,

$$\begin{aligned}
\langle|w^\dagger r_su|^2\rangle&=\sum_{ijkl}w_i^*u_jw_ku_l^*\langle r_{ij}r_{kl}^*\rangle\\
&=\sigma\left(1+|u^{T}w|^2\right).
\end{aligned}$$

The second part depends on how the wire reflects the pattern $u$. Reciprocity of the whole wire gives $t'=t^T$. The off-diagonal block of the unitarity condition is then $r^\dagger t^T+t^\dagger r'=0$. Inserting $t=\sqrt{T_1}uv^\dagger$ and multiplying from the left by $v^\dagger$,

$$u^\dagger r'=-(v^\dagger r^\dagger v^*)\,u^T\quad\Rightarrow\quad w=r'^\dagger u=c\,u^* ,$$

with $c$ a number. Because $r'$ is unitary, $w$ has unit length and $|c|=1$, hence $|u^Tw|^2=1$. The return path and its time-reversed partner add in phase, and the average is doubled to $2\sigma=2\,\delta L/[(N+1)\ell]$.

Since $g\to T_1$ in the localised regime, both cases are contained in

$$\frac{d\langle\ln g\rangle}{dL}=-\frac{2}{(\beta N+2-\beta)\,\ell},
\qquad \boxed{\;\xi=(\beta N+2-\beta)\,\ell\;}$$

that is, $\xi=(N+1)\ell$ with time-reversal symmetry and $\xi=2N\ell$ without it. The factor $N$ arises because the slice spreads its reflection over $N$ modes, while the decay of the best-transmitted wave is sensitive to the part sent into one particular pattern.

For $N=1$ both expressions give $\xi=2\ell$, which can be confirmed without any expansion about a localised wire. Two coherent single-mode pieces have

$$T=\frac{T_aT_b}{|1-\sqrt{R_aR_b}\,e^{i\theta}|^2},$$

where $\theta$ is the phase of one internal round trip. For $0\le\rho<1$, the expansion $\ln|1-\rho e^{i\theta}|^2=-2\sum_{n\ge1}\rho^n\cos(n\theta)/n$ has zero average over $\theta$. Thus $\langle\ln T\rangle$ is additive. A thin slice contributes $-\delta L/\ell$, giving $\langle\ln T\rangle=-L/\ell=-2L/(2\ell)$. Coherent joining adds $\ln T$; incoherent joining adds $R/T$. That difference separates exponential from Ohmic behaviour.

The assumption $T_2\ll T_1$ can be examined by following the $k$ largest eigenvalues together. Let the columns of $U$ be $u_1,\dots,u_k$, and assume $T_{k+1}\ll T_k$. The slice multiplies the product $T_1\cdots T_k$ by $\det(1+M)$, with $M=U^\dagger(A+A^\dagger+A^2+A^{\dagger2})U$. From $\ln\det(1+M)\simeq\mathrm{Tr}M-\frac12\mathrm{Tr}M^2$ and the same phase average,

$$\Big\langle\delta\sum_{j\le k}\ln T_j\Big\rangle=-\sum_{a,b\le k}\langle|u_a^\dagger r'r_su_b|^2\rangle .$$

For $\beta=2$ each of the $k^2$ terms equals $\sigma$. For $\beta=1$ there is an additional $\sigma\sum_{ab}|u_b^Tw_a|^2$ with $w_a=r'^\dagger u_a$. The reciprocity argument, applied to all $k$ retained terms of $t$, places every $w_a$ in the space spanned by the $u_b^*$, so the sum over $b$ is 1 for each $a$ and the addition is $k\sigma$. The summed decay rates are therefore $k^2/(N\ell)$ and $k(k+1)/[(N+1)\ell]$. Subtracting the value for $k-1$ gives the individual rates

$$-\frac{d\langle\ln T_k\rangle}{dL}=\frac{2[1+\beta(k-1)]}{(\beta N+2-\beta)\,\ell}.$$

They are distinct, so the typical ratio $T_2/T_1$ falls exponentially and the starting assumption is self-consistent. For $k=N$ the summed rate is $N/\ell$ in both classes. Breaking time-reversal symmetry leaves this total unchanged and spreads the rates more widely, which lets the best-transmitted wave survive further. For large $N$ its localisation length is doubled.

These statements were tested on a wire made of weak random point scatterers joined by wave matching, with $\ell$ measured from the reflection of single slices. As the numerical output shows, for $N=5$ the ratio $\xi/\ell$ is 5.91 for $\beta=1$ and 9.87 for $\beta=2$, against 6 and 10. The second decay rate is 2.02 and 3.06 times the first, against 2 and 3, and the variance, computed from the mean square of the term linear in $A$, grows at 2.02 to 2.03 times the first rate. The alignment $|u^Tw|^2$ is 1.00 for $\beta=1$; for $\beta=2$, where nothing forces it, it is 0.20. The largest deviation in $\xi/\ell$ is about 5 per cent, at $N=1$. One source is the finite strength of a slice: with reflection $R$ its contribution to $-\ln T$ is $R+R^2/2+\dots$, larger than the $R$ used to define $\ell$, which lowers the measured ratio. At $N=1$ this accounts for about half of the deviation. Slices of finite strength also leave the round-trip phase not exactly uniform, so the interference term does not average fully to zero. Sampling error is present as well.

The prefactor is conventional in the sense that it moves with the definitions. If one writes $\langle\ln g\rangle=-L/\xi_I$, using an intensity length, then $\xi_I=\xi/2$, and for $\beta=1$ the relation reads $\xi_I=(N+1)\ell/2$.

A larger change occurs if the mean conductance is used in place of the typical one. Put $y=\ln g$ and $m=2L/\xi$. Many weakly correlated increments give $y$ an approximately Gaussian distribution with mean $-m$ and variance $2m$. Because $T_1\le1$, the distribution is cut at $y=0$:

$$\langle g\rangle\approx\int_{-\infty}^0\frac{dy}{\sqrt{4\pi m}}\,e^{y-(y+m)^2/4m}
=e^{-m/4}\int_{-\infty}^0\frac{dy}{\sqrt{4\pi m}}\,e^{y/2-y^2/4m}.$$

The second form follows from $(y+m)^2=y^2+2my+m^2$. The remaining integral varies as a power of $m$ for large $m$, so $\langle g\rangle\sim e^{-m/4}=e^{-L/2\xi}$. The integrand is concentrated near $y=0$: rare samples that transmit well carry the mean. This exponent is a log-normal estimate, since the Gaussian is extended to the edge $T_1\sim1$ where the localised expansion no longer holds.

The choice of mean free path matters as well. Mobility can be expressed through the transport mean free path $\ell_{\rm tr}=v\tau$, with $v$ the Fermi velocity and $\tau$ the momentum relaxation time. For many modes and $L\gg\ell$, Ohm's law is $g=N\ell/L$, and this can be matched to the Drude conductivity $ne^2\tau/m^*$ of an isotropic band with effective mass $m^*$. With Fermi wave number $k_F$, a three-dimensional conductor of cross-section $S$ has, per spin, $n=k_F^3/6\pi^2$ and $N=k_F^2S/4\pi$. In units of $e^2/h$ its conductivity is $k_F^2\ell_{\rm tr}/3\pi$, so

$$\frac{k_F^2\ell}{4\pi}=\frac{k_F^2\ell_{\rm tr}}{3\pi}\quad\Rightarrow\quad\ell=\tfrac43\,\ell_{\rm tr}.$$

For a two-dimensional strip of width $W$, $n=k_F^2/4\pi$ and $N=k_FW/\pi$. The conductivity is $k_F\ell_{\rm tr}/2$, and $k_F\ell/\pi=k_F\ell_{\rm tr}/2$ gives $\ell=(\pi/2)\ell_{\rm tr}$. These conversions refer to the $\ell$ of Ohm's law, which agrees with the slice definition when the modes are equally backscattered.

Real disorder need not treat the modes equally. Slow modes scatter more strongly, and independent site energies do not produce an isotropic reflection matrix. A strip of four coupled chains with such local disorder, all four modes propagating, gave $\xi/[(N+1)\ell]=0.98$ with $\ell$ taken from the full reflection of one slice. With the lowest-order reflection $\ell$ is about 6 per cent shorter and the ratio is about 1.03. The formula survives well in this instance, but the instance sets no general error bound. Disorder that leaves some modes almost unmixed, or a mode close to its threshold, can shift the prefactor much further: in the same strip, with the energy 0.04 hopping units from the band edge of one mode, the ratio based on the lowest-order $\ell$ is about 1.8.

The phase-coherence assumption can be isolated by joining the same kind of scatterers in two ways. For $N=4$, $\beta=1$ and $L=40\ell$, adding probabilities gives $g=0.094$, close to the Ohmic value 0.098. Adding amplitudes gives a typical conductance $\exp\langle\ln g\rangle=2.2\times10^{-7}$ and a mean over 400 samples of about 0.002, a rough value because rare samples carry it. The slope of $\langle\ln g\rangle$ between $20\ell$ and $40\ell$ corresponds to $\xi=4.9\ell$, against the predicted $5\ell$. At $L=\ell$, by contrast, the coherent mean is 1.87 and the incoherent one 1.95. Scattering alone thus produces resistance; exponential localisation requires coherence over a long distance.

In a wire with phase-coherence length $L_\varphi$, the exponential law over the whole length therefore needs both $L>\xi$ and $L_\varphi>L$, as order-of-magnitude conditions. If $\xi<L_\varphi<L$, each coherent piece already has a resistance above its Ohmic value, but the pieces add in series, and the exponential growth stops at a length of about $L_\varphi$. If $L_\varphi\ll\xi$, the wire acts as a series of coherent pieces, each too short to localise, and its resistance is expected to grow roughly linearly with length. A measured $\ell$ and a mode count then still give a value of $\xi$, but no exponential decay on that scale follows from it.

As an example with round model parameters, take a hard-wall square wire of side $a=10$ nm, effective mass 0.2 electron masses and Fermi energy 0.16 eV above the bottom of the well. The mode thresholds are

$$E_{n_xn_y}=E_0(n_x^2+n_y^2),\qquad E_0=\frac{\pi^2}{2m^*a^2}=0.0188\ \text{eV},$$

where the formula is in Hartree atomic units and the value has been converted. The mode $(1,1)$ opens at 0.038 eV, the pair $(1,2)$ and $(2,1)$ at 0.094 eV, and $(2,2)$ at 0.150 eV. The next pair opens at 0.188 eV, above the Fermi energy. Thus $N=1+2+1=4$. Filling these modes with both spins takes about $1.4\times10^{19}$ electrons per cm$^3$, which means a heavily doped or strongly gated wire. The sharp mode count assumes that both the thermal energy and the collision broadening are well below the 0.01 eV that separates the Fermi energy from the nearest threshold. For the mean free path chosen below, $\hbar v/\ell$ with the longitudinal velocity $v$ of each mode ranges from 0.004 to 0.015 eV, so the second condition is not met and $N=4$ is an idealisation.

With a chosen $\ell=20$ nm,

$$\begin{aligned}
\xi_{\beta=1}&=(4+1)\times20\ \text{nm}=100\ \text{nm}\;(\text{about }1900\ \text{bohr}),\\
\xi_{\beta=2}&=2\times4\times20\ \text{nm}=160\ \text{nm}\;(\text{about }3000\ \text{bohr}).
\end{aligned}$$

The second value is the limit of fully broken time reversal. A magnetic field of about 4 T sends one flux quantum $h/e$ through the area $a\,\xi_{\beta=1}$, but in so narrow a wire such a field breaks time reversal only partly, and the localisation length has risen only part of the way from its zero-field value. The isotropic model does not describe this crossover; its course and its end value depend on the microscopic disorder.

The estimate $N\ell$ is 80 nm, and Ohm's law reaches $g=1$ at 60 nm. For $\beta=1$ the intensity convention gives $\xi_I=50$ nm, while the exponential factor in the mean conductance has the decay length $2\xi=200$ nm; the power-law factor makes the actual decay faster at moderate lengths. The same wire can therefore be assigned lengths from 50 to 200 nm without any disagreement about its physics.

A channel of 30 nm has $L/\xi=0.3$ and an Ohmic conductance $4/(1+1.5)=1.6$ per spin, so it is not localised even if fully coherent. At 500 nm Ohm's law gives $4/26=0.15$, whereas the leading factor of the typical coherent conductance is $e^{-2\times5}=4.5\times10^{-5}$. The first value needs $L_\varphi\ll\xi$. The second needs $L_\varphi>L$ and a temperature so low that electrons of practically one energy carry the current. At higher temperature the conductance is an average over energies, and the few energies that transmit well can raise it far above the typical value even in a fully coherent wire.

The example also shows a limit of the isotropic model. The $(2,2)$ mode lies 0.0096 eV above its threshold and the $(1,1)$ mode 0.1224 eV above its own. Their longitudinal velocities are in the ratio $\sqrt{0.0096/0.1224}\approx0.28$, so equal scattering of all four modes is an assumption here. The $(2,2)$ mode also has a longitudinal wavelength of 28 nm, longer than $\ell$, so the weak-scattering condition behind the phase average is not met for it. The lengths of 100 and 160 nm, and the conductances given for 30 and 500 nm, are results of the isotropic model. For a given microscopic disorder they would have to be computed, and the localisation length need not lie between 100 and 160 nm even if $\ell$ is 20 nm.

## Computed results

```
Decay-rate test: xi/ell measured and predicted (dimensionless)
beta=1 N=1: 1.91 vs 2; variance/rate 2.00
beta=1 N=2: 2.92 vs 3; variance/rate 2.02; rate2/rate1 2.02; alignment 1.00
beta=1 N=5: 5.91 vs 6; variance/rate 2.02; rate2/rate1 2.02; alignment 1.00
beta=2 N=2: 3.92 vs 4; variance/rate 2.02; rate2/rate1 3.06; alignment 0.37
beta=2 N=5: 9.87 vs 10; variance/rate 2.03; rate2/rate1 3.06; alignment 0.20
Strip with local disorder (units of the hopping along the strip):
hopping across 0.5, energy 0.7, site-energy rms 0.25
N = 4, ell = 49.4 sites
xi/((N+1) ell) = 0.979
Finite wire, N=4, beta=1; conductances in e^2/h per spin
L/ell=1.0: N/(1+L/ell) 1.9884, incoherent 1.9535,
   coherent mean 1.8709, typical exp<ln g> 1.84e+00
L/ell=20.0: N/(1+L/ell) 0.1904, incoherent 0.1835,
   coherent mean 0.0269, typical exp<ln g> 8.19e-04
L/ell=40.0: N/(1+L/ell) 0.0976, incoherent 0.0939,
   coherent mean 0.0021, typical exp<ln g> 2.24e-07
xi/ell from slope of <ln g> = 4.87 (predicted 5)
decay exponent of mean g / decay exponent of typical g = 0.2509
ell/ell_tr: 3D cross-section 1.3333, 2D strip 1.5708
Worked example:
side 10.0 nm, mass 0.2 m_e, energy 0.16 eV, ell 20.0 nm
confinement unit = 0.01880 eV, modes per spin N = 4
thresholds of (1,1), (1,2), (2,2), (1,3) = 0.0376, 0.0940, 0.1504, 0.1880 eV
simple estimate N ell = 80 nm
Ohmic g=1 length (N-1) ell = 60 nm
xi(beta=1) = 100 nm = 1890 bohr
xi(beta=2) = 160 nm = 3024 bohr
beta=1, convention <ln g>=-L/xi_I: xi_I = 50 nm
beta=1, mean g ~ exp(-L/length): length = 200 nm
L=30 nm: L/xi(beta=1) = 0.30, Ohmic g = 1.6000
L=500 nm: L/xi(beta=1) = 5.00, Ohmic g = 0.1538
L=500 nm: leading typical factor exp(-2L/xi) = 4.54e-05
```
